# The Schwinger field and the nuclear field on a 1s electron: verification in Python

```python
# Result under test: tunnelling across the Dirac gap 2 m c^2 in a uniform field E
# has probability exp(-pi E_S/E), E_S = m^2 c^3/(e hbar) = alpha^-3 atomic units.
# The mean nuclear field in a hydrogen-like 1s state, divided by E_S, is
#   2 z^3                        (Schroedinger density),
#   2 z^3/(gamma (2 gamma - 1))  (Dirac density, point nucleus),
# where z = Z alpha and gamma = sqrt(1 - z^2).
# Symbols: m electron mass, e elementary charge, Z nuclear charge number,
# lam = hbar/(m c) reduced Compton length. Radial work uses lam and m c^2 as units.
import numpy as np
from scipy import constants as const
from scipy.integrate import quad, solve_ivp
from scipy.optimize import brentq

m, e, c, hbar = const.m_e, const.e, const.c, const.hbar
alpha = const.fine_structure
lam = hbar / (m * c)
rest_energy = m * c**2
schwinger = m**2 * c**3 / (e * hbar)
atomic_field = const.physical_constants["atomic unit of electric field"][0]
assert abs(schwinger / atomic_field * alpha**3 - 1) < 1e-7


def barrier_exponent(field):
    """Twice the integral of the decay constant through the gap, in SI."""
    turn = rest_energy / (e * field)

    def decay_constant(x):
        return np.sqrt(max(rest_energy**2 - (e * field * x)**2, 0)) / (hbar * c)

    return 2 * quad(decay_constant, -turn, turn)[0]


def dirac_transition(field_ratio, momentum_limit=30.0):
    """Time-dependent Dirac equation in one dimension, momentum growing as e E t.
    Returns the probability of going from negative to positive energy."""
    def hamiltonian(p):
        return np.array([[1.0, p], [p, -1.0]])

    def rhs(t, psi):
        p = field_ratio * t
        return np.array([-1j * (psi[0] + p * psi[1]),
                         -1j * (p * psi[0] - psi[1])])

    start = np.linalg.eigh(hamiltonian(-momentum_limit))[1][:, 0]
    upper = np.linalg.eigh(hamiltonian(momentum_limit))[1][:, 1]
    t_end = momentum_limit / field_ratio
    run = solve_ivp(rhs, (-t_end, t_end), start.astype(complex),
                    method="DOP853", rtol=1e-9, atol=1e-11)
    assert run.success
    return abs(np.dot(upper, run.y[:, -1]))**2


tunnel_rows = []
for ratio in (0.5, 1.0, 2.0):
    exponent = barrier_exponent(ratio * schwinger)
    assert abs(exponent * ratio / np.pi - 1) < 1e-6
    probability = dirac_transition(ratio)
    # the finite time window leaves a relative error of some 1e-4
    assert abs(probability / np.exp(-np.pi / ratio) - 1) < 2e-3
    tunnel_rows.append((ratio, exponent, probability))


def schroedinger_ratio(Z):
    return 2 * (Z * alpha)**3


def point_ratio(Z):
    z = Z * alpha
    gamma = np.sqrt(1 - z**2)
    return 2 * z**3 / (gamma * (2 * gamma - 1))


def radial_integral(power, z, upper=None):
    """Integral of r^power exp(-2 z r); r = t^5 removes the endpoint singularity."""
    upper = 25 / z if upper is None else upper
    return quad(lambda t: 5 * t**(5 * power + 4) * np.exp(-2 * z * t**5),
                0, upper**0.2, epsabs=0, epsrel=1e-10, limit=200)[0]


for Z in (20, 40, 60, 80):
    z = Z * alpha
    gamma = np.sqrt(1 - z**2)
    mean_s = z * radial_integral(0, z) / radial_integral(2, z)
    mean_d = z * radial_integral(2 * gamma - 2, z) / radial_integral(2 * gamma, z)
    assert abs(mean_s / schroedinger_ratio(Z) - 1) < 1e-7
    assert abs(mean_d / point_ratio(Z) - 1) < 1e-7


def ball_nucleus_1s(Z, radius):
    """Numerical Dirac 1s state for a uniformly charged ball (radius in metres).
    Returns energy/(m c^2) and mean nuclear field/E_S."""
    z, R = Z * alpha, radius / lam
    gamma = np.sqrt(1 - z**2)

    def rhs(r, y, energy):
        G, F = y[0], y[1]
        if r < R:
            V, shape = -z * (3 - (r / R)**2) / (2 * R), r / R**3
        else:
            V, shape = -z / r, 1 / r**2
        density = G * G + F * F
        return [G / r + (energy + 1 - V) * F,
                -F / r - (energy - 1 - V) * G,
                density, density * shape]

    def propagate(y, r_start, r_end, energy):
        run = solve_ivp(rhs, (r_start, r_end), y, method="DOP853",
                        args=(energy,), rtol=1e-9, atol=1e-14)
        assert run.success
        return run.y[:, -1]

    def two_sides(energy):
        r0 = 1e-3 * R
        slope = (energy - 1 + 1.5 * z / R) / 3
        inner = propagate([r0 / R, -slope * r0**2 / R, 0, 0], r0, R, energy)
        inner = propagate(inner, R, 1.0, energy)
        far = 25 / np.sqrt(1 - energy**2)
        tail = -np.sqrt((1 - energy) / (1 + energy))
        outer = propagate([1.0, tail, 0, 0], far, 1.0, energy)
        return inner, outer

    def mismatch(energy):
        inner, outer = two_sides(energy)
        return inner[1] / inner[0] - outer[1] / outer[0]

    energy = brentq(mismatch, gamma - 1e-3, gamma + 1e-2, xtol=1e-11)
    inner, outer = two_sides(energy)
    scale = (inner[0] / outer[0])**2
    norm = inner[2] - scale * outer[2]
    field = inner[3] - scale * outer[3]
    return energy, z * field / norm


# A very small ball must reproduce the point-nucleus energy and mean field.
for Z in (40, 80):
    energy, ratio = ball_nucleus_1s(Z, 1e-18)
    assert abs(energy - np.sqrt(1 - (Z * alpha)**2)) < 1e-6
    # the remaining nuclear-size effect on the field is below 1e-3
    assert abs(ratio / point_ratio(Z) - 1) < 2e-3

Z_schroedinger = brentq(lambda Z: schroedinger_ratio(Z) - 1, 50, 130)
assert abs(Z_schroedinger * alpha * 2**(1 / 3) - 1) < 1e-9
Z_point = brentq(lambda Z: point_ratio(Z) - 1, 50, 110)
radius = 7e-15
Z_ball = brentq(lambda Z: ball_nucleus_1s(Z, radius)[1] - 1, 80, 100, xtol=1e-4)
energy_ball, ratio_ball = ball_nucleus_1s(Z_ball, radius)
assert abs(ratio_ball - 1) < 1e-4
assert Z_point < Z_ball < Z_schroedinger

z_point = Z_point * alpha
gamma_point = np.sqrt(1 - z_point**2)
inside_share = (radial_integral(2 * gamma_point - 2, z_point, radius / lam)
                / radial_integral(2 * gamma_point - 2, z_point))
strong_radius = lam * np.sqrt(Z_ball * alpha)
assert radius < strong_radius < 2 * lam

print(f"electron mass m = {m:.6e} kg")
print(f"elementary charge e = {e:.6e} C")
print(f"speed of light c = {c:.6e} m/s")
print(f"reduced Planck constant hbar = {hbar:.6e} J s")
print(f"fine-structure constant alpha = {alpha:.7f}")
print(f"c in atomic units, 1/alpha = {1 / alpha:.4f}")
print(f"gap 2 m c^2 = {2 * rest_energy:.4e} J")
print(f"reduced Compton length = {lam:.4e} m")
print(f"Schwinger field E_S = {schwinger:.4e} V/m")
print(f"atomic unit of field = {atomic_field:.4e} V/m")
print(f"E_S in atomic units = {schwinger / atomic_field:.4e}")
print(f"gap length 2 m c^2/(e E_S) = {2 * rest_energy / (e * schwinger):.4e} m")
for ratio, exponent, probability in tunnel_rows:
    print(f"E/E_S = {ratio:.1f}: barrier exponent = {exponent:.4f}, "
          f"formula = {np.exp(-np.pi / ratio):.4e}, "
          f"Dirac time integration = {probability:.4e}")
print(f"E/E_S = 0.1: formula probability = {np.exp(-np.pi / 0.1):.2e}")
for Z in (20, 40, 60, 80):
    print(f"Z = {Z}: mean 1s field, Schroedinger = "
          f"{schroedinger_ratio(Z) * schwinger:.3e} V/m, "
          f"Dirac point nucleus = {point_ratio(Z) * schwinger:.3e} V/m")
print(f"crossing Z, Schroedinger density = {Z_schroedinger:.2f}")
print(f"Z alpha at that crossing = {Z_schroedinger * alpha:.4f}")
print(f"crossing Z, Dirac point nucleus = {Z_point:.2f}")
print(f"Z alpha at that crossing = {z_point:.4f}")
print(f"gamma at that crossing = {gamma_point:.4f}")
print(f"ball radius = {radius:.1e} m")
print(f"share of point-nucleus mean field from inside it = {inside_share:.3f}")
print(f"crossing Z, Dirac ball nucleus = {Z_ball:.2f}")
print(f"1s energy there, rest energy included = {energy_ball:.4f} m c^2")
print(f"cost of pair with electron in 1s = {1 + energy_ball:.4f} m c^2")
print(f"radius within which Coulomb field exceeds E_S = {strong_radius:.3e} m")
print("verified")
```

Output:

```
electron mass m = 9.109384e-31 kg
elementary charge e = 1.602177e-19 C
speed of light c = 2.997925e+08 m/s
reduced Planck constant hbar = 1.054572e-34 J s
fine-structure constant alpha = 0.0072974
c in atomic units, 1/alpha = 137.0360
gap 2 m c^2 = 1.6374e-13 J
reduced Compton length = 3.8616e-13 m
Schwinger field E_S = 1.3233e+18 V/m
atomic unit of field = 5.1422e+11 V/m
E_S in atomic units = 2.5734e+06
gap length 2 m c^2/(e E_S) = 7.7232e-13 m
E/E_S = 0.5: barrier exponent = 6.2832, formula = 1.8674e-03, Dirac time integration = 1.8672e-03
E/E_S = 1.0: barrier exponent = 3.1416, formula = 4.3214e-02, Dirac time integration = 4.3214e-02
E/E_S = 2.0: barrier exponent = 1.5708, formula = 2.0788e-01, Dirac time integration = 2.0789e-01
E/E_S = 0.1: formula probability = 2.27e-14
Z = 20: mean 1s field, Schroedinger = 8.228e+15 V/m, Dirac point nucleus = 8.499e+15 V/m
Z = 40: mean 1s field, Schroedinger = 6.582e+16 V/m, Dirac point nucleus = 7.538e+16 V/m
Z = 60: mean 1s field, Schroedinger = 2.221e+17 V/m, Dirac point nucleus = 3.096e+17 V/m
Z = 80: mean 1s field, Schroedinger = 5.266e+17 V/m, Dirac point nucleus = 1.040e+18 V/m
crossing Z, Schroedinger density = 108.77
Z alpha at that crossing = 0.7937
crossing Z, Dirac point nucleus = 83.92
Z alpha at that crossing = 0.6124
gamma at that crossing = 0.7905
ball radius = 7.0e-15 m
share of point-nucleus mean field from inside it = 0.122
crossing Z, Dirac ball nucleus = 86.16
1s energy there, rest energy included = 0.7778 m c^2
cost of pair with electron in 1s = 1.7778 m c^2
radius within which Coulomb field exceeds E_S = 3.062e-13 m
verified
```
